\section*{Zero-field splitting from mean-field anisotropy energies, with the spin-spin term, part 1}

(Sections cited here and not found follow in the second part.)

\section{The mapping and the spin-orbit part}

Take two electrons held at two points a distance $R$ apart on the $z$ axis, in their triplet state. Hartree atomic units are used, with the Gaussian convention for magnetism, so that the Bohr magneton is $\mu_B=\alpha/2$, with $\alpha$ the fine-structure constant. Each electron has the moment $-g\mu_B\mathbf s$, and the energy of two point dipoles is
\begin{equation}
H=\frac{c}{R^3}\left(\mathbf s_1\cdot\mathbf s_2-3s_{1z}s_{2z}\right),\qquad c=g^2\mu_B^2=\frac{g^2\alpha^2}{4}.
\label{pd}
\end{equation}
With $\mathbf S=\mathbf s_1+\mathbf s_2$ and $s_{iz}^2=\frac14$ one has $S_z^2=\frac12+2s_{1z}s_{2z}$, and $\mathbf s_1\cdot\mathbf s_2=\frac14$ throughout the triplet. Hence $H=\text{const}+DS_z^2$ with
\begin{equation}
D=-\frac{3c}{2R^3}=-\frac{3g^2\alpha^2}{8R^3}.
\label{pdD}
\end{equation}
A mean-field calculation does not produce the three triplet levels. It produces the energy $E(\mathbf n)$ of a product state in which both spins point along a unit vector $\mathbf n$. There $\langle\mathbf s_i\rangle=\mathbf n/2$ and the average of (\ref{pd}) factorizes, giving $E(\mathbf n)=c(1-3n_z^2)/(4R^3)$. The anisotropy is $E(\hat z)-E(\hat x)=-3c/(4R^3)=D/2$. Replacing $S_z$ by the classical component $Sn_z$ would give $DS^2=D$, twice too much, although the product state is an exact member of the triplet. The state with both spins along $x$ has amplitudes $\frac12,\frac1{\sqrt2},\frac12$ on $M=1,0,-1$, so its $\langle S_z^2\rangle$ is $\frac12$ and not zero. The factor $\frac12=1-\frac12$ is the case $S=1$ of $S(S-\frac12)$.

For the general case, let $H_0$ be a spin-free Hamiltonian, invariant under rotations of the total spin and under time reversal, whose reference level is a single multiplet of $2S+1$ states with energy $E_0$, separated from all other states by gaps much larger than the magnetic interactions. Orbital degeneracy is excluded by this assumption. Let $\mathcal P$ project on the multiplet and $\mathcal Q=1-\mathcal P$. The perturbations are the spin-orbit operator $V=\sum_i\mathbf h(i)\cdot\mathbf s_i$, with $\mathbf h$ a Hermitian, purely imaginary spatial operator such as $\zeta\mathbf l$, and the spin-spin operator $H_{SS}$, which generalizes (\ref{pd}). Degenerate perturbation theory gives
\begin{equation}
H_{\rm eff}=\mathcal PV\mathcal P+\mathcal PH_{SS}\mathcal P-\mathcal PV\frac{\mathcal Q}{H_0-E_0}V\mathcal P .
\label{heff}
\end{equation}
The bookkeeping counts $V$ as order $\lambda$ and $H_{SS}$ as order $\lambda^2$. The leading terms dropped, $V^3$ and the cross term of $V$ with $H_{SS}$, are of order $\lambda^3$, smaller than those kept by a factor of order $\zeta/\Delta$, where $\Delta$ is a typical gap.

The form of $H_{\rm eff}$ follows from spin rotations. The operators on a space of spin $S$ decompose into ranks $k=0,1,\dots,2S$, each once, so by the Wigner-Eckart theorem a projected operator of rank 0, 1 or 2 is a linear combination of $1$, of the $S_a$, or of the traceless symmetric products $\frac12\{S_a,S_b\}-\frac13\delta_{ab}S(S+1)$. Each term $\sum_i h_a(i)s_{ia}$ of $V$ is a component of a spin vector, so $\mathcal PV\mathcal P=\sum_ab_aS_a$ with real $b_a$. The resolvent is a spin scalar, so the last term of (\ref{heff}) is a product of two spin vectors and holds ranks 0, 1 and 2. Time reversal $\Theta$ maps the isolated multiplet onto itself, leaves $H_0$, $V$ and $H_{SS}$ unchanged and reverses $\mathbf S$. A term $\sum_ab_aS_a$ must then equal its own negative, which removes $\mathcal PV\mathcal P$ and the rank-1 part of the second-order term. What remains is
\begin{equation}
H_{\rm eff}=\text{const}+\sum_{ab}D_{ab}S_aS_b ,
\label{spin}
\end{equation}
with $D_{ab}$ real and symmetric. Its trace multiplies $S(S+1)/3$ and is moved into the constant, so $D_{ab}$ is traceless. In principal axes, setting $D_{ZZ}=\frac23D$ and $D_{XX},D_{YY}=-\frac13D\pm E$ gives $D[S_Z^2-\frac13S(S+1)]+E(S_X^2-S_Y^2)$. The axis $Z$ carries the eigenvalue of largest magnitude, and $X,Y$ are labelled so that $E$ has the sign of $D$, which confines $E/D$ to the range from 0 to $\frac13$.

The fully polarized state $|S,S;\mathbf n\rangle$ is the eigenstate of $\mathbf n\cdot\mathbf S$ with eigenvalue $S$. Choose a right-handed frame $(\mathbf e_1,\mathbf e_2,\mathbf n)$ with components $S_1,S_2,S_3$ and $S_\pm=S_1\pm iS_2$. Then $\langle S_3^2\rangle=S^2$. The products $\{S_3,S_1\}$ and $\{S_3,S_2\}$ change the projection by one unit and have no diagonal element. The combinations $S_1^2-S_2^2=\frac12(S_+^2+S_-^2)$ and $\{S_1,S_2\}=\frac1{2i}(S_+^2-S_-^2)$ change it by two units and have none either. Therefore $\langle S_1^2\rangle=\langle S_2^2\rangle=\frac12[S(S+1)-S^2]=S/2$. Completeness of the frame, $e_{1a}e_{1b}+e_{2a}e_{2b}=\delta_{ab}-n_an_b$, carries this to fixed axes:
\begin{align}
\langle\tfrac12\{S_a,S_b\}\rangle&=S^2n_an_b+\tfrac S2(\delta_{ab}-n_an_b)\nonumber\\
&=S(S-\tfrac12)\,n_an_b+\tfrac S2\delta_{ab}.
\label{mom}
\end{align}
Contracting with the traceless $D_{ab}$ gives $E(\mathbf n)=\text{const}+S(S-\frac12)\,\mathbf n\cdot D\cdot\mathbf n$. If a calculation supplies $E(\mathbf n)=\mathbf n\cdot M\cdot\mathbf n$, with any constant absorbed in the trace of $M$ through $\mathbf n\cdot\mathbf n=1$, then
\begin{equation}
D_{ab}=\frac{M_{ab}-\frac13\delta_{ab}\operatorname{tr}M}{S(S-\frac12)} .
\label{map}
\end{equation}
Six directions fix $M$: $M_{aa}=E(\hat a)$, and for the bisector of two axes $E=\frac12(M_{aa}+M_{bb})+M_{ab}$.

Division by $S^2$ in place of $S(S-\frac12)$ returns the tensor multiplied by $1-1/2S$, which is $\frac12$ for a triplet, $\frac23$ for a quartet and tends to one as $S\to\infty$, where the transverse fluctuation $S/2$ is negligible beside $S^2$. For $S=\frac12$ no rank-2 operator exists, and (\ref{mom}) shows that the energy of the polarized state is independent of $\mathbf n$. The quantity $DS^2$ does occur in the spectrum: for $E=0$ and integer $S$ it is the interval between $M=\pm S$ and $M=0$, and for half-integer $S$ the interval to $M=\pm\frac12$ is $D(S^2-\frac14)$. The state polarized along $X$ is a superposition of all $M$, and its energy is an average, not a level. Equation (\ref{map}) rests on two conditions. The energy must be quadratic in $\mathbf n$, which fails for $S\ge2$ once terms of fourth order in $V$, containing rank 4, matter. And $E(\mathbf n)$ must be the expectation value of $H_{\rm eff}$ in $|S,S;\mathbf n\rangle$. For the spin-orbit term this is
\begin{equation}
E^{\rm ex}(\mathbf n)=-\sum_{k\in\mathcal Q}\frac{|\langle k|V|S,S;\mathbf n\rangle|^2}{E_k-E_0},
\label{sos}
\end{equation}
and a mean-field energy need not equal it.

The mean-field counterpart of (\ref{sos}) is the second-order energy of a determinant that relaxes under $V$. Let $\Phi$ be an unrestricted Hartree-Fock determinant of $H_0$, stationary under separate variations of the orbitals of each spin, with real spatial orbitals and spinors $\chi_\pm$ quantized along $\mathbf n$, with occupied spin orbitals $i,j$ and empty ones $a,b$. Neighbouring determinants are $\exp(\sum x_{ai}a^\dagger_aa_i)\Phi=\Phi+\sum x_{ai}\Phi_i^a+\frac12\sum x_{ai}x_{bj}\Phi_{ij}^{ab}+\cdots$, with squared norm $1+x^\dagger x$ to second order. Count $x$ and $V$ as first order. The term linear in $x$ from $H_0$ vanishes because $\Phi$ is stationary, and $\langle\Phi|V|\Phi\rangle=0$ because an imaginary Hermitian $\mathbf h$ has no diagonal element in a real orbital. Dividing by the norm leaves
\begin{equation}
E_2(x)=\gamma^\dagger x+x^\dagger\gamma+x^\dagger Ax+\operatorname{Re}(x^\dagger Bx^*),
\label{e2}
\end{equation}
with $\gamma_{ai}=\langle\Phi_i^a|V|\Phi\rangle=V_{ai}$, $A_{ai,bj}=\langle\Phi_i^a|H_0-E_\Phi|\Phi_j^b\rangle$, where $E_\Phi=\langle\Phi|H_0|\Phi\rangle$, and $B_{ai,bj}=\langle\Phi_{ij}^{ab}|H_0|\Phi\rangle$, which is symmetric. Stationarity with respect to $x^*$ gives $\gamma+Ax+Bx^*=0$. Multiplying by $x^\dagger$ and taking the real part gives $x^\dagger Ax+\operatorname{Re}x^\dagger Bx^*=-\operatorname{Re}\gamma^\dagger x$, so that $E^{\rm mf}=2\operatorname{Re}\gamma^\dagger x-\operatorname{Re}\gamma^\dagger x=\operatorname{Re}\gamma^\dagger x$. The equations are singular, since a rigid rotation of all spins costs nothing in $H_0$. The mode is $\delta\Phi=-i\theta S_a\Phi$ with the axis $a$ perpendicular to $\mathbf n$, and the component of $\gamma$ along it is the first-order change $i\theta\langle\Phi|[S_a,V]|\Phi\rangle$. The commutator $i\sum_i\sum_{bc}\epsilon_{abc}h_b(i)s_{ic}$ is a one-electron operator whose average in $\Phi$ vanishes, again because $\mathbf h$ has no diagonal element in a real orbital. The equations can therefore be solved in the orthogonal complement, which excludes the rigid rotation. If $S_+\Phi=0$, then $S_1\Phi=-iS_2\Phi$ is itself such a mode, as is $S_2\Phi=iS_1\Phi$, and the mean spin stays along $\mathbf n$ to first order. In a spin-contaminated determinant it can tilt slightly. An unconstrained self-consistent calculation can instead drift along the mode toward the easy direction, unless it starts exactly on a principal axis, where the energy is stationary with respect to $\mathbf n$ and the calculation may remain even if the axis is a hard one. The uncoupled approximation replaces $A$ by differences of orbital energies and drops $B$.

A model in which $\Phi$ is an exact eigenstate isolates what the restriction to determinants does. Take five real $d$ orbitals with energies $\varepsilon_p$ and $N=2S\le5$ electrons,
\begin{equation}
H_0=\sum_p\varepsilon_pn_p+\tfrac12UN(N-1)-J\mathbf S^2,\qquad V=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i ,
\label{model}
\end{equation}
with $J$ large enough that the ground level has the lowest $N$ orbitals singly occupied with parallel spins. Then $\Phi=|S,S;\mathbf n\rangle$, and $B=0$ because $H_0\Phi=E_0\Phi$ has no component on double excitations. Eigenstates of $H_0$ are labelled by the occupations $n_p$ and the spin. Lowering the spin from $S$ to $S-1$ costs $J[S(S+1)-S(S-1)]=2JS\equiv K$.

Two spinor averages are needed. The first is $\langle\chi_\pm|s_a|\chi_\pm\rangle=\pm n_a/2$. For the second, insert $1=|\chi_+\rangle\langle\chi_+|+|\chi_-\rangle\langle\chi_-|$ into $s_as_b=\frac14\delta_{ab}+\frac i2\epsilon_{abc}s_c$:
\begin{equation}
\langle\chi_+|s_a|\chi_-\rangle\langle\chi_-|s_b|\chi_+\rangle=\tfrac14(\delta_{ab}-n_an_b+i\epsilon_{abc}n_c).
\label{flip}
\end{equation}
Let $\mathbf l_{pi}$ be the vector of orbital matrix elements. A spin-conserving excitation $i\to p$ has $|\gamma|^2=\frac14\zeta^2l_\parallel^2$ with $l_\parallel^2=|\mathbf n\cdot\mathbf l_{pi}|^2$. For a spin flip, $|\gamma|^2=\zeta^2\sum_{ab}l_a^*l_b\langle\chi_+|s_a|\chi_-\rangle\langle\chi_-|s_b|\chi_+\rangle$. Since $\mathbf l_{pi}$ is $i$ times a real vector, $l_a^*l_b$ is real and symmetric and the $\epsilon$ term drops, leaving $\frac14\zeta^2l_\perp^2$ with $l_\perp^2=|\mathbf l_{pi}|^2-l_\parallel^2$. Flips within one orbital have $\mathbf l_{ii}=0$ and do not contribute. The other single excitations differ from these and from one another in orbital occupation or in the projection on $\mathbf n$, both conserved by $H_0$, so there are no cross terms in (\ref{sos}).

Three kinds of excitation remain, with $\Delta=\varepsilon_p-\varepsilon_i$. A spin-conserving excitation into an empty orbital has projection $S$, hence spin $S$, and excitation energy $\Delta$. A flip into another open orbital makes it doubly occupied. $S_+$ annihilates this determinant by the Pauli principle, so with projection $S-1$ it has spin $S-1$ and energy $\Delta+K$. Both are eigenstates of $H_0$, and $A$ is diagonal on them with the exact energies. A flip into an empty orbital leaves $2S$ open shells with one reversed spin. From $\mathbf S^2=S_3(S_3+1)+S_-S_+$, and because $S_+$ turns it into one normalized determinant, $\langle\mathbf S^2\rangle=(S-1)S+1$. If $w$ is its weight on spin $S$ and $1-w$ that on $S-1$, then $wS(S+1)+(1-w)S(S-1)=S(S-1)+1$, which gives $w=1/2S$. In (\ref{sos}) the two components enter with their own denominators. In (\ref{e2}) the determinant enters whole. $\mathbf S^2$ connects it to determinants with the same occupations and the reversed spin on another orbital, and these are double excitations of $\Phi$, outside $A$. So $A$ is diagonal here too, with the mean energy $w\Delta+(1-w)(\Delta+K)$, and $E^{\rm mf}=-\sum|\gamma|^2/A$. Per pair of orbitals,
\begin{align}
E_{oo}&=-\frac{\zeta^2}4\,\frac{l_\perp^2}{\Delta+K},\label{oo}\\
E_{oe}^{\rm ex}&=-\frac{\zeta^2}4\left[\frac{l_\parallel^2}\Delta+l_\perp^2\left(\frac w\Delta+\frac{1-w}{\Delta+K}\right)\right],\label{ex}\\
E_{oe}^{\rm mf}&=-\frac{\zeta^2}4\left[\frac{l_\parallel^2}\Delta+\frac{l_\perp^2}{\Delta+(1-w)K}\right],\label{mf}
\end{align}
where $oo$ denotes open to open, summed over ordered pairs and the same in both treatments, and $oe$ denotes open to empty. Mean field replaces an average of inverses by the inverse of the average. Because $1/x$ is convex for positive $x$, the latter is the smaller, and $E^{\rm mf}\ge E^{\rm ex}$ in every direction.

The dependence on $\mathbf n$ is found by writing $l_\perp^2=|\mathbf l|^2-l_\parallel^2$ and collecting $l_\parallel^2$. Each pair contributes $-\frac14\zeta^2a\,l_\parallel^2$ plus a constant, with
\begin{align}
a_{oo}&=-\frac1{\Delta+K},\nonumber\\
a^{\rm ex}_{oe}&=(1-w)\left(\frac1\Delta-\frac1{\Delta+K}\right)=\frac{(1-w)K}{\Delta(\Delta+K)},\nonumber\\
a^{\rm mf}_{oe}&=\frac1\Delta-\frac1{\Delta+(1-w)K}=\frac{(1-w)K}{\Delta[\Delta+(1-w)K]} .
\label{aniso}
\end{align}
The ratio for one open-to-empty pair is $a^{\rm mf}/a^{\rm ex}=(\Delta+K)/[\Delta+(1-w)K]$. For $K\ll\Delta$ it tends to one, and the mean-field energy may be put into (\ref{map}). For $K\gg\Delta$ it tends to $1/(1-w)=S^2/[S(S-\frac12)]$. In that limit the mean-field anisotropy of the open-to-empty channel is too large by the same factor by which $S^2$ exceeds $S(S-\frac12)$. Where this channel dominates the anisotropy, dividing by $S^2$ gives the right tensor through a cancellation of two errors.

The origin of this $S^2$ is seen by keeping in (\ref{ex}) the excited states of spin $S$, those with denominator $\Delta$. Their anisotropy is $-\frac14\zeta^2(1-w)\,\mathbf n\cdot\Lambda\cdot\mathbf n$ with $\Lambda_{ab}=\sum_{oe}l_al_b^*/\Delta$. Since $1-w=(S-\frac12)/S$, the mapping (\ref{map}) gives
\begin{equation}
D^{\Delta S=0}_{ab}=-\frac{\zeta^2}{4}\,\frac{(S-\frac12)/S}{S(S-\frac12)}\,\Lambda'_{ab}=-\left(\frac\zeta{2S}\right)^2\Lambda'_{ab},
\label{same}
\end{equation}
the prime marking the traceless part. The $S^2$ in (\ref{same}) is legitimate. It appears after the spin-flip determinants have given up their share $w$ to the same-spin states, and it is consistent with (\ref{map}). Two cases of the model are free of the mean-field error. For $N=5$ there is no empty orbital and (\ref{oo}) is the whole energy. For $N=1$, $w=1$ and there is no open-to-open pair, so every $a$ vanishes and the coupled energy is isotropic, as a doublet requires. In density-functional calculations the energy is not an expectation value in the determinant, and (\ref{map}) applies to the extent that the computed $E(\mathbf n)$ approximates (\ref{sos}).

The energy of a fully polarized state gives the spin-Hamiltonian tensor after division by $S(S-\frac12)$, but in the $d$-shell model a relaxed determinant overestimates the spin-orbit anisotropy of each open-to-empty pair when $S\ge1$, by a factor that approaches $S^2/[S(S-\frac12)]$ for $K\gg\Delta$. What remains is to put numbers into the model and to treat the spin-spin term.
